# Känzig–Cohen g values of superoxide at small π* splitting

## Problem

A superoxide ion O$_2^-$ sits in a static, low-symmetry environment with its axis along $z$. Five electrons occupy the orbitals $\sigma$, $\pi^*_x$ and $\pi^*_y$, written $\sigma,x,y$ below. The environment splits the two $\pi^*$ orbitals by $\Delta>0$, with $x$ the higher one, so without spin-orbit coupling the unpaired electron is in $x$.

Treat the three orbitals as a p-like set with

$$L_x|y\rangle=i|\sigma\rangle,\quad L_x|\sigma\rangle=-i|y\rangle,\quad L_y|\sigma\rangle=i|x\rangle,\quad L_y|x\rangle=-i|\sigma\rangle,$$
$$L_z|x\rangle=i|y\rangle,\quad L_z|y\rangle=-i|x\rangle,$$

all other elements being zero. The spin-orbit coupling is $\zeta\sum \mathbf l\cdot\mathbf s$ over the electrons, with $\zeta>0$. The Zeeman energy is

$$H_Z=\mu_B\left[B_xL_x+B_yL_y+l\,B_zL_z+g_e\mathbf B\cdot\mathbf S\right],$$

where $\hbar=1$, $\mu_B=1/2$ in atomic units, and $l$ corrects the axial orbital moment. Let $W$ be the energy of the state with a hole in $\sigma$ above the ground doublet, and let $\lambda$ be the spin-orbit splitting of the $\pi^*$ hole states at $\Delta=0$. Assume $W\gg\lambda,\Delta$ and a weak field, $\mu_BB\ll\sqrt{\Delta^2+\lambda^2}$.

1. Find the three $g$ values through first order in $\lambda/W$, for any ratio $\Delta/\lambda$.
2. Where does second-order perturbation theory for $g_{zz}$ diverge, and what bounds the value found without that expansion? When is it below 4?
3. Evaluate both for the round model parameters $\lambda=\Delta=0.02$ eV, $W=4$ eV, $l=1$.

## First estimate by scaling

Suppose $\lambda\ll\Delta$. Spin-orbit coupling then mixes $y$ into $x$ with an amplitude of order $\lambda/\Delta$, and the mixture carries an axial orbital moment of that order. The shift of $g_{zz}$ must scale as $l\lambda/\Delta$.

The factor follows from the second-order energy with one spin-orbit and one Zeeman element. The five electrons act as one hole, for which the spin-orbit term is $-\lambda L_zS_z$ (the sign is derived below). For spin up,

$$E^{(2)}=2\,\frac{\langle x|(-\tfrac{\lambda}{2}L_z)|y\rangle\langle y|\mu_BB\,l\,L_z|x\rangle}{-\Delta}
=\mu_BB\,\frac{l\lambda}{\Delta},$$

because $\langle x|L_z|y\rangle\langle y|L_z|x\rangle=(-i)(i)=1$. This energy equals $\tfrac12\mu_BB\,\delta g_{zz}$, so

$$g_{zz}^{\rm PT}=g_e+\frac{2l\lambda}{\Delta}.$$

To the same first order in the coupling, $g_{xx}$ does not shift, because $L_x|x\rangle=0$, while $g_{yy}$ shifts through the distant $\sigma$ level by an amount that scales as $\lambda/W=0.005$. A further shift of both, of order $(\lambda/\Delta)^2$ and derived below, is missed at this order. The estimate at $\Delta=\lambda$ is therefore $g_{zz}\approx4.002$, with transverse values near 2. Its condition $\lambda\ll\Delta$ is not met there.

## Exact treatment of the π* pair

**From five electrons to one hole.** Let $|F\rangle$ be the filled set of six spin orbitals and $c_p$ the operator that removes an electron from $p$. For a one-electron operator $O$ with zero trace and $O|F\rangle=0$,

$$O\,c_p|F\rangle=[O,c_p]|F\rangle=-\sum_q o_{pq}\,c_q|F\rangle .$$

Label the hole state by the time-reversed orbital, $|\tilde p\rangle=c_{\Theta p}|F\rangle$; a missing $x\!\downarrow$ electron is then called $x\!\uparrow$, like the unpaired electron that remains. If $o$ is multiplied by $\tau=\pm1$ under time reversal, then $o_{\Theta p,\Theta q}=\tau o_{qp}$, and hence

$$\langle\tilde q|O|\tilde p\rangle=-\tau\,o_{qp}.$$

Angular momenta have $\tau=-1$ and keep their sign. Spin-orbit coupling and orbital energies have $\tau=+1$ and reverse it. The trace of the orbital energies adds only a constant. The hole thus has energies $-\Delta/2$ in $x$ and $+\Delta/2$ in $y$, coupling $-\zeta\mathbf L\cdot\mathbf S$, and the Zeeman term as given.

**Eliminating σ.** Write $-\zeta\mathbf L\cdot\mathbf S=-\zeta L_zS_z-\tfrac{\zeta}{2}(L_+S_-+L_-S_+)$. From the orbital rules, $L_+|x\rangle=|\sigma\rangle$ and $L_+|y\rangle=i|\sigma\rangle$. One member of the ground doublet therefore has the form $X\,x\!\uparrow+\,Y\,y\!\uparrow+\,Z\,\sigma\!\downarrow$. The $\sigma$ row of the eigenvalue equation gives

$$Z=\frac{\zeta}{2W}(X+iY).$$

The other two rows, with energy $E$, are

$$-\tfrac{\Delta}{2}X+\tfrac{i\zeta}{2}Y-\tfrac{\zeta}{2}Z=EX,\qquad
-\tfrac{i\zeta}{2}X+\tfrac{\Delta}{2}Y+\tfrac{i\zeta}{2}Z=EY.$$

Insert $Z$ and move the common shift $-\zeta^2/(4W)$ to the right, with $\varepsilon=E+\zeta^2/(4W)$:

$$-\tfrac{\Delta}{2}X+\tfrac{i\lambda}{2}Y=\varepsilon X,\qquad
-\tfrac{i\lambda}{2}X+\tfrac{\Delta}{2}Y=\varepsilon Y,\qquad
\lambda=\zeta-\frac{\zeta^2}{2W}.$$

At $\Delta=0$ the roots are $\pm\lambda/2$. To this order, $\lambda$ is thus the $\pi^*$ splitting defined in the problem, and it differs from the coupling constant $\zeta$ of the model by the fraction $\zeta/(2W)$, 0.25% for the parameters used below. When $\Delta\sim\lambda$, using $\zeta$ in its place would change $g$ by an amount of order $\lambda/W$, the same order as the orbital terms retained below.

**The doublet.** Set $X=a$ and $Y=ib$ with real $a,b$. The equations become

$$-\tfrac12(\Delta a+\lambda b)=\varepsilon a,\qquad -\tfrac12(\lambda a-\Delta b)=\varepsilon b .$$

With $R=\sqrt{\Delta^2+\lambda^2}$, $\Delta=R\cos2\alpha$ and $\lambda=R\sin2\alpha$, the lower root is $\varepsilon=-R/2$ with $a=\cos\alpha$, $b=\sin\alpha$, by the addition theorems. Hence

$$2ab=\frac{\lambda}{R},\qquad a^2-b^2=\frac{\Delta}{R}.$$

Since $X+iY=a-b$, the $\sigma$ amplitude is $\eta=\lambda(a-b)/(2W)$ to first order. Time reversal takes $\uparrow$ to $\downarrow$ and $\downarrow$ to $-\uparrow$, and gives the partner:

$$|A\rangle=(a\,x+ib\,y)\!\uparrow+\,\eta\,\sigma\!\downarrow,\qquad
|B\rangle=(a\,x-ib\,y)\!\downarrow-\,\eta\,\sigma\!\uparrow .$$

Their squared norms differ from 1 only by $\eta^2$, which is dropped.

**Axial value.** Treat $A,B$ as the up and down states of an effective spin 1/2, so that $g_{zz}=2\langle A|lL_z+g_eS_z|A\rangle$. Since $L_z(a\,x+ib\,y)=b\,x+ia\,y$,

$$\langle A|L_z|A\rangle=ab+(-ib)(ia)=2ab,\qquad
g_{zz}=g_e+\frac{2l\lambda}{\sqrt{\Delta^2+\lambda^2}} .$$

**Transverse values.** Here $\langle A|L_x+g_eS_x|B\rangle=g_{xx}/2$ and $\langle A|L_y+g_eS_y|B\rangle=-ig_{yy}/2$. The spin elements are $1/2$ and $-i/2$, each times the orbital overlap

$$a\cdot a+(-ib)(-ib)=a^2-b^2=\Delta/R .$$

The spin part of both $g$ values is therefore $g_e\Delta/R$. It falls because the two partners circulate in opposite senses and their orbitals overlap less as $\Delta/\lambda$ decreases.

The orbital part needs the $\sigma$ admixture:

$$\langle A|L_x|B\rangle=-\eta(-ib)(-i)+\eta(-ib)(i)=\eta b+\eta b=2\eta b,$$
$$\langle A|L_y|B\rangle=-\eta\,a(i)+\eta\,a(-i)=-2i\eta a .$$

These add $4\eta b$ to $g_{xx}$ and $4\eta a$ to $g_{yy}$. With $2b^2=1-\Delta/R$ and $2a^2=1+\Delta/R$,

$$4\eta b=\frac{\lambda}{W}(2ab-2b^2),\qquad 4\eta a=\frac{\lambda}{W}(2a^2-2ab),$$

and the Känzig–Cohen values are

$$g_{xx}=g_e\frac{\Delta}{R}+\frac{\lambda}{W}\left(\frac{\lambda}{R}+\frac{\Delta}{R}-1\right),$$
$$g_{yy}=g_e\frac{\Delta}{R}+\frac{\lambda}{W}\left(1+\frac{\Delta}{R}-\frac{\lambda}{R}\right).$$

For $\Delta\gg\lambda$ the spin part is $g_e-g_e\lambda^2/(2\Delta^2)$, so the values approach $g_e$ and $g_e+2\lambda/W$, with the shift $2\lambda/W$ dominant only once $\Delta^2\gg\lambda W$. For $\Delta\to0$ both vanish: the partners are then $(L_z,S_z)=(1,\tfrac12)$ and $(-1,-\tfrac12)$, which differ by three units of $L_z+S_z$, while a transverse moment changes it by one.

**Bound on the axial value.** Any state of the three-orbital model has $\langle L_z\rangle\le1$ and $\langle S_z\rangle\le\tfrac12$, so $g_{zz}\le g_e+2l$, with the $\sigma$ admixture included. For $l=1$ this is 4.0023, so a ceiling of 4 would hold for all $\Delta$ only if $g_e$ were rounded to 2. The condition $g_{zz}<4$ reads $\lambda/R<q$ with $q=(4-g_e)/(2l)$. If $q<1$, this means

$$\frac{\Delta}{\lambda}>\sqrt{\frac1{q^2}-1}.$$

For $l=1$, $q=0.99884$ and the limit is $\Delta/\lambda=0.0482$. If $q>1$, $g_{zz}$ stays below 4 for every $\Delta$.

## Numbers for Δ = λ

Here $R=0.02828$ eV and $2ab=a^2-b^2=0.70711$. With $a=0.92388$ and $b=0.38268$, the admixture is $\eta=0.001353$. Then

$$g_{xx}=1.41585+0.00207\approx1.4179,$$
$$g_{yy}=1.4159+0.0050=1.4209,$$
$$g_{zz}=2.0023+2(0.70711)=3.4165 .$$

Direct diagonalization of the five-electron model in a weak field agrees within $1.4\times10^{-5}$ in each $g$ value. When $W$ is doubled from 1 to 2 eV, the remaining error falls by a factor close to 4, as a second-order remainder should. With $\zeta$ in place of $\lambda$ in $R$ and in the numerator of $\lambda/R$, it falls by only 2.04, which confirms that a first-order error is then left.

## Comparison of the two

With $x=\lambda/\Delta$, the derived axial shift is

$$g_{zz}-g_e=\frac{2lx}{\sqrt{1+x^2}}=2l\left(x-\frac{x^3}{2}+\frac{3x^5}{8}-\dots\right).$$

The scaling estimate is its first term. For $l=1$:

| $\Delta/\lambda$ | $g_{zz}$, perturbative | $g_{zz}$, derived |
|---|---|---|
| 4 | 2.502 | 2.487 |
| 2 | 3.002 | 2.897 |
| 1 | 4.002 | 3.417 |
| 0.5 | 6.002 | 3.791 |
| 0.1 | 22.002 | 3.992 |
| 0.01 | 202.002 | 4.002 |

The second-order value diverges at $\Delta=0$, but it is useless well before that. It reaches 4 at $\Delta/\lambda=1/q=1.0012$, where the derived value is still near 3.42. The estimate lets the orbital moment grow in proportion to the admixture $b/a\approx x/2$, whereas a normalized state can carry at most one unit. Normalizing the first-order state is not enough to repair it: that gives $g_e+2lx/(1+x^2/4)$, which for $l=1$ is 3.60 at $x=1$ and falls back toward $g_e$ at large $x$. The exact ratio $b/a=\tan\alpha$ rises only to 1, where the moment $2ab$ reaches its full unit. Nothing singular happens in the model itself, since the gap $R$ to the next doublet stays at least $\lambda$.

Higher orders do not cure this for $\Delta<\lambda$. The function $(1+x^2)^{-1/2}$ has branch points at $x=\pm i$, where $R=0$, so its series diverges for $x>1$. At $x=0.8$, sums of 5, 10 and 20 terms give $g_{zz}=3.278$, 3.250 and 3.252, against 3.252 from diagonalization. At $x=1.25$ they give 5.9, $-11.8$ and $-931$, against 3.564.

The derived formulas have limits of their own. They require a static splitting, so a coupling of $\Delta$ to nuclear motion is outside the model, as are excited states beyond the $\sigma$ hole. The p-like rules are also an idealization of the molecule. In Hartree–Fock orbitals of free O$_2^-$ at a bond length of 1.35 Å, the $\pi^*$–$\pi^*$ element of $L_z$ is 1, but the $\sigma$–$\pi^*$ element of $L$ about the bond centre is 1.15 to 1.19, depending on the basis, and the $\sigma$–$\pi^*$ spin-orbit element is about 0.9 of the $\pi^*$–$\pi^*$ one. The two departures partly cancel, but for the real ion the terms in $\lambda/W$ are good only to several percent, and the relation between $\lambda$ and $\zeta$ belongs to the model. They also require $\mu_BB\ll R$ and $W\gg\lambda,\Delta$. Within those conditions a measured $g_{zz}$ gives the ratio directly, once $l$ is known:

$$\frac{\Delta}{\lambda}=\sqrt{\left(\frac{2l}{g_{zz}-g_e}\right)^2-1}.$$

Near the upper bound this inversion is delicate, because for $\Delta\ll\lambda$ one has $g_{zz}\approx g_e+2l-l(\Delta/\lambda)^2$: the splitting lowers $g_{zz}$ only quadratically, and a small error in $l$ can outweigh its effect.

## Numbers as computed

```
free-electron g_e = 2.002319
lambda = 0.0200 eV, Delta = 0.0200 eV, W = 4.00 eV, l = 1
atomic constant zeta = 0.020050 eV
doublet splitting at Delta=0, diagonalized = 0.020000 eV
R = 0.028284 eV, lambda/W = 0.00500
a = 0.923880, b = 0.382683, eta = 0.001353
2ab = 0.707107, a^2-b^2 = 0.707107
spin part of g_xx and g_yy = 1.415854
orbital part: g_xx 0.002071, g_yy 0.005000
main case, g_xx g_yy g_zz:
  formula       1.41792 1.42085 3.41653
  diagonalized  1.41792 1.42087 3.41652
largest difference = 1.4e-05
perturbative g_zz in main case = 4.00232
error ratio on doubling W (1 to 2 eV), lambda used = 4.03
same ratio with zeta inside R = 2.04
Delta/lambda | g_xx g_yy g_zz diagonalized | g_zz formula | g_zz pert.
   4.00 | 1.9436 1.9512 2.4874 | 2.4874 | 2.5023
   2.00 | 1.7926 1.7982 2.8967 | 2.8967 | 3.0023
   1.00 | 1.4179 1.4209 3.4165 | 3.4165 | 4.0023
   0.50 | 0.8972 0.8982 3.7912 | 3.7912 | 6.0023
   0.20 | 0.3936 0.3938 3.9635 | 3.9635 | 12.0023
   0.10 | 0.1997 0.1998 3.9924 | 3.9924 | 22.0023
   0.05 | 0.1002 0.1002 3.9998 | 3.9998 | 42.0023
   0.01 | 0.0201 0.0201 4.0022 | 4.0022 | 202.0023
g_zz at Delta=0, diagonalized = 4.00232
upper bound g_e+2 = 4.00232
g_zz = 4 at Delta/lambda: formula 0.04820, diagonalized 0.04820
perturbative g_zz = 4 at Delta/lambda = 1.00116
series for g_zz with 5, 10, 20 terms:
  lambda/Delta = 0.80: 3.2784 3.2497 3.2517; diagonalized 3.2517
  lambda/Delta = 1.25: 5.9323 -11.7950 -930.5707; diagonalized 3.5640
```
